# Chelate effect of ethylenediamine: bonding enthalpy, translational entropy and standard state: a program that tests the result

```python
"""
Chelate effect for M(NH3)2 + en = M(en) + 2 NH3 (en = ethylenediamine).
Result under test: K_x = C_eff(T) * exp(-bond_energy/(R T)), where C_eff is
the effective concentration of the second amine of en at the second site.
  dH = bond_energy + R T^2 dlnC_eff/dT
  dS = R ln(C_eff/c0) + R T dlnC_eff/dT   (c0 = common standard concentration)
Model: two harmonic sites a distance 'site_gap' apart; en has rigid bonds and
angles and a threefold torsion about C-C. Lengths in angstrom, energies in
kJ/mol, concentrations in mol/L, unless a name says otherwise.
"""
from itertools import combinations
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

R = sc.R / 1000.0                       # kJ/(mol K)
PER_A3 = 1e27 / sc.N_A                  # one particle per A^3, in mol/L
T_ROOM, T_BATH = 298.15, 333.15

# Rough typical parameters for a copper(II) amine complex
metal_n = 2.05
site_gap = metal_n * np.sqrt(2.0)       # N-M-N angle of 90 degrees
site_stiffness = 60.0                   # N/m, same along each axis
barrier = 12.0                          # C-C torsional barrier
bond_energy = -8.0                      # en minus two ammonias
cc, cn, ncc_deg = 1.53, 1.47, 110.0
alpha = np.radians(180.0 - ncc_deg)

phi = np.linspace(-np.pi, np.pi, 7200, endpoint=False)


def torsion_energy(angle):
    return 0.5 * barrier * (1.0 + np.cos(3.0 * angle))


def nn_distance(angle):
    along = cc + 2.0 * cn * np.cos(alpha)
    return np.sqrt(along**2
                   + 2.0 * (cn * np.sin(alpha))**2 * (1.0 - np.cos(angle)))


def site_variance(T):
    return sc.k * T / site_stiffness * 1e20


def effective_conc(T, gap=site_gap):
    weight = np.exp(-torsion_energy(phi) / (R * T))
    weight /= weight.sum()
    s = np.sqrt(2.0 * site_variance(T))
    r = nn_distance(phi)
    density = np.exp(-(r - gap)**2 / (2 * s**2))
    density /= np.sqrt(2 * np.pi) * s * 4 * np.pi * r * gap
    return 2.0 * PER_A3 * np.sum(weight * density)


def conformational_enthalpy(T):
    step = 0.05
    slope = (np.log(effective_conc(T + step))
             - np.log(effective_conc(T - step))) / (2 * step)
    return R * T**2 * slope


# ---- Test: counting of placements by explicit enumeration on a lattice ----
lattice_rows = []
for L in (6, 10):
    n = L**3

    def cell(x, y, z):
        return (x % L) * L * L + (y % L) * L + z % L

    bonds = []
    for x in range(L):
        for y in range(L):
            for z in range(L):
                here = cell(x, y, z)
                bonds += [(here, cell(x + 1, y, z)),
                          (here, cell(x, y + 1, z)),
                          (here, cell(x, y, z + 1))]
    sites = {cell(0, 0, 0), cell(0, 0, 1)}
    free_cells = [c for c in range(n) if c not in sites]
    ways_chelated = sum(1 for _ in combinations(free_cells, 2))
    ways_ammine = sum(1 for p, q in bonds
                      if p not in sites and q not in sites)
    counted = ways_chelated / ways_ammine
    # mass action for one en and two ammonias: K_x V/2, K_x = 2 * (1/6)
    predicted = (2.0 / 6.0) * n / 2.0
    assert abs(counted / predicted - 1) < 0.01   # finite-lattice exclusion
    lattice_rows.append((n, counted, predicted))

# ---- Test: masses cancel between translation, rotation and vibration ----
kT = sc.k * T_ROOM
m1, m2 = 14.007 * sc.atomic_mass, 12.011 * sc.atomic_mass
spring, r0 = 500.0, 1.47e-10
mu = m1 * m2 / (m1 + m2)
q_trans = (2 * np.pi * (m1 + m2) * kT / sc.h**2)**1.5
q_rot = 8 * np.pi**2 * mu * r0**2 * kT / sc.h**2
q_vib = kT / (sc.hbar * np.sqrt(spring / mu))
width = np.sqrt(kT / spring)
shell = quad(lambda t: 4 * np.pi * (r0 + width * t)**2
             * np.exp(-t * t / 2), -10, 10)[0] * width
atoms = ((2 * np.pi * m1 * kT / sc.h**2)**1.5
         * (2 * np.pi * m2 * kT / sc.h**2)**1.5)
mass_ratio = q_trans * q_rot * q_vib / (atoms * shell)
assert abs(mass_ratio - 1) < 1e-3       # stiff-bond correction is smaller

# ---- Translational entropy at a fixed concentration ----
H, C, N, O, CU = 1.008, 12.011, 14.007, 15.999, 63.546
m_nh3 = N + 3 * H
m_en = 2 * C + 2 * N + 8 * H
m_core = CU + 4 * (2 * H + O)


def log_occupancy(mass, T, c0):
    wave = sc.h / np.sqrt(2 * np.pi * mass * sc.atomic_mass * sc.k * T)
    return np.log(sc.N_A * c0 * 1000.0 * wave**3)


def trans_entropy(mass, T, c0):
    return 1000 * R * (1.5 - log_occupancy(mass, T, c0))


h = 0.01
numeric_s = -1000 * R * ((T_ROOM + h) * log_occupancy(m_nh3, T_ROOM + h, 1.0)
                         - (T_ROOM - h)
                         * log_occupancy(m_nh3, T_ROOM - h, 1.0)) / (2 * h)
assert abs(numeric_s - trans_entropy(m_nh3, T_ROOM, 1.0)) < 1e-3
gross_s = (trans_entropy(m_core + m_en, T_ROOM, 1.0)
           + 2 * trans_entropy(m_nh3, T_ROOM, 1.0)
           - trans_entropy(m_core + 2 * m_nh3, T_ROOM, 1.0)
           - trans_entropy(m_en, T_ROOM, 1.0))

# ---- Test: C_eff and its enthalpy by sampling the configuration integral --
rng = np.random.default_rng(20)
T = T_ROOM
sigma = np.sqrt(site_variance(T))
boltz = np.exp(-torsion_energy(phi) / (R * T))
boltz /= boltz.sum()
free_torsion = np.sum(boltz * torsion_energy(phi))
cdf = np.concatenate(([0.0], np.cumsum(boltz)))
cdf /= cdf[-1]
edges = np.linspace(-np.pi, np.pi, phi.size + 1) - np.pi / phi.size
cone = np.cos(0.35)                     # directions outside have no weight
cone_fraction = (1 - cone) / 2
count = sum_w = sum_w2 = sum_we = 0.0
for _ in range(10):
    m = 300000
    first = sigma * rng.standard_normal((m, 3))
    angle = np.interp(rng.random(m), cdf, edges)
    cos_t = cone + (1 - cone) * rng.random(m)
    sin_t = np.sqrt(1 - cos_t**2)
    azimuth = 2 * np.pi * rng.random(m)
    unit = np.column_stack((cos_t, sin_t * np.cos(azimuth),
                            sin_t * np.sin(azimuth)))
    second = first + nn_distance(angle)[:, None] * unit
    second[:, 0] -= site_gap
    u1 = np.sum(first**2, axis=1) / (2 * sigma**2)
    u2 = np.sum(second**2, axis=1) / (2 * sigma**2)
    w = np.exp(-u2)
    energy = torsion_energy(angle) + R * T * (u1 + u2)
    count += m
    sum_w += w.sum()
    sum_w2 += (w**2).sum()
    sum_we += (w * energy).sum()
mean_w = sum_w / count
rel_error = np.sqrt((sum_w2 / count - mean_w**2) / count) / mean_w
well_volume = (2 * np.pi * sigma**2)**1.5
sampled_c = 2 * PER_A3 * cone_fraction * mean_w / well_volume
c_eff = effective_conc(T)
assert rel_error < 0.02
assert abs(sampled_c / c_eff - 1) < 5 * rel_error
h_conf = conformational_enthalpy(T)
sampled_h = sum_we / sum_w - free_torsion - 3 * R * T
assert abs(sampled_h - h_conf) < 0.2    # sampling noise, kJ/mol

# ---- Test: closed gauche estimate against the full torsional integral ----
r_gauche = nn_distance(np.pi / 3)
slope_r = (cn * np.sin(alpha))**2 * np.sin(np.pi / 3) / r_gauche
var_phi = R * T / (4.5 * barrier)
var_sum = 2 * sigma**2 + slope_r**2 * var_phi
closed_c = (2 * PER_A3 * (2 / 3)
            * np.exp(-(site_gap - r_gauche)**2 / (2 * var_sum))
            / np.sqrt(2 * np.pi * var_sum) / (4 * np.pi * site_gap**2))
assert abs(closed_c / c_eff - 1) < 0.15  # harmonic torsion approximation

# ---- Thermodynamic separation ----
c_water = 997.0 / (2 * H + O)           # rough density of water, g/L


def exchange_constant(temp):
    return effective_conc(temp) * np.exp(-bond_energy / (R * temp))


K_x = exchange_constant(T)
dH = bond_energy + h_conf


def reaction_entropy(c0):
    return 1000 * (R * np.log(c_eff / c0) + h_conf / T)


dS_1, dS_w = reaction_entropy(1.0), reaction_entropy(c_water)
dG_1, dG_w = -R * T * np.log(K_x), -R * T * np.log(K_x / c_water)
assert abs(dH - T * dS_1 / 1000 - dG_1) < 1e-6
assert abs(dH - T * dS_w / 1000 - dG_w) < 1e-6

# ---- Neglected effect: lone pairs must point at the metal ----
phi_bound = brentq(lambda x: nn_distance(x) - site_gap, 0.1, 3.0)
c1, c2 = np.zeros(3), np.array([cc, 0.0, 0.0])
n1 = np.array([-cn * np.cos(alpha), cn * np.sin(alpha), 0.0])
n2 = np.array([cc + cn * np.cos(alpha),
               cn * np.sin(alpha) * np.cos(phi_bound),
               cn * np.sin(alpha) * np.sin(phi_bound)])
assert abs(np.linalg.norm(n2 - n1) - site_gap) < 1e-8
axis = (n2 - n1) / site_gap
p_dir = np.cross(axis, [0.0, 0.0, 1.0])
p_dir /= np.linalg.norm(p_dir)
q_dir = np.cross(axis, p_dir)
chi = np.linspace(0, 2 * np.pi, 360, endpoint=False)
height = np.sqrt(metal_n**2 - site_gap**2 / 4)
metal = (n1 + n2) / 2 + height * (np.cos(chi)[:, None] * p_dir
                                  + np.sin(chi)[:, None] * q_dir)
tau = np.linspace(0, 2 * np.pi, 360, endpoint=False)
p_tau = np.exp(-torsion_energy(tau) / (R * T))
p_tau /= p_tau.sum()
bend_stiffness = 100.0                  # kJ/(mol rad^2), rough
kappa = bend_stiffness / (R * T)


def pointing_weight(n_atom, c_near, c_far):
    to_c = (c_near - n_atom) / cn
    e1 = (c_far - c_near) / cc
    e1 = e1 - np.dot(e1, to_c) * to_c
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(to_c, e1)
    tilt = np.radians(110.0)
    lone = (np.cos(tilt) * to_c + np.sin(tilt)
            * (np.cos(tau)[:, None] * e1 + np.sin(tau)[:, None] * e2))
    cosine = (metal - n_atom) @ lone.T / metal_n
    return np.exp(-kappa * (1 - cosine)) @ p_tau


free_pointing = (1 - np.exp(-2 * kappa)) / (2 * kappa)
check = quad(lambda x: 0.5 * np.exp(-kappa * (1 - x)), -1, 1)[0]
assert abs(check / free_pointing - 1) < 1e-6
orientation_factor = np.mean(pointing_weight(n1, c1, c2)
                             * pointing_weight(n2, c2, c1)) / free_pointing**2

# ---- Other neglected effects, sized with rough inputs ----
mode_cm = 400.0
x_mode = sc.h * sc.c * 100 * mode_cm / (sc.k * T)
quantum_shift = R * T * np.log(np.sinh(x_mode / 2) / (x_mode / 2))
pH, pk_nh3, pk_en1, pk_en2 = 10.0, 9.2, 10.0, 7.0
free_nh3 = 1 / (1 + 10**(pk_nh3 - pH))
free_en = 1 / (1 + 10**(pk_en1 - pH) + 10**(pk_en1 + pk_en2 - 2 * pH))
K_bath = K_x * free_en / free_nh3**2
k34_nh3, k2_en = 1e5, 1e9               # (L/mol)^2 and L/mol, rough
solv_slope = 10.0                       # J/(mol K), assumed trial size

print(f"Inputs: Cu-N {metal_n:.2f} A, site gap {site_gap:.3f} A")
print(f"Bonds C-C {cc:.2f} A, C-N {cn:.2f} A, N-C-C {ncc_deg:.0f} deg")
print(f"Site stiffness {site_stiffness:.0f} N/m, barrier {barrier:.0f} kJ/mol")
print(f"Bonding energy difference {bond_energy:.1f} kJ/mol")
print(f"Temperatures {T_ROOM:.2f} K and {T_BATH:.2f} K")
for n, counted, predicted in lattice_rows:
    print(f"Lattice {n} cells: counted {counted:.2f}, law {predicted:.2f}")
print(f"Mass cancellation, ratio of partition functions {mass_ratio:.5f}")
print(f"S_tr of NH3 at 1 mol/L {trans_entropy(m_nh3, T, 1.0):.1f} J/(mol K)")
print(f"S_tr of en at 1 mol/L {trans_entropy(m_en, T, 1.0):.1f} J/(mol K)")
print(f"Gross translational gain at 1 mol/L {gross_s:.1f} J/(mol K)")
print(f"Site rms displacement per axis {sigma:.4f} A")
print(f"Gauche N-N distance {r_gauche:.3f} A")
print(f"Torsion rms {np.degrees(np.sqrt(var_phi)):.1f} deg")
print(f"dr/dphi at gauche {slope_r:.3f} A/rad")
print(f"Combined rms of N-N mismatch {np.sqrt(var_sum):.4f} A")
print(f"C_eff from torsional integral {c_eff:.2f} mol/L")
print(f"C_eff from sampling {sampled_c:.2f} mol/L")
print(f"Sampling relative standard error {100 * rel_error:.2f} %")
print(f"C_eff from closed estimate {closed_c:.2f} mol/L")
print(f"Volume per particle at 1 mol/L {PER_A3:.1f} A^3")
print(f"Volume per particle at C_eff {PER_A3 / c_eff:.1f} A^3")
print(f"Conformational enthalpy {h_conf:.3f} kJ/mol")
print(f"Conformational enthalpy, sampled {sampled_h:.3f} kJ/mol")
print(f"K_x at {T_ROOM:.2f} K {K_x:.1f} mol/L, log10 {np.log10(K_x):.2f}")
print(f"K_x without bonding difference {c_eff:.2f} mol/L")
print(f"Reaction enthalpy {dH:.2f} kJ/mol")
print(f"At 1 mol/L: dS {dS_1:.2f} J/(mol K)")
print(f"At 1 mol/L: -T dS {-T * dS_1 / 1000:.2f} kJ/mol, dG {dG_1:.2f} kJ/mol")
print(f"Entropy not translational {dS_1 - gross_s:.1f} J/(mol K)")
print(f"Molarity of water {c_water:.2f} mol/L")
print(f"At water molarity: dS {dS_w:.2f} J/(mol K)")
print(f"At water molarity: -T dS {-T * dS_w / 1000:.2f} kJ/mol")
print(f"At water molarity: dG {dG_w:.2f} kJ/mol")
for x in (0.1, 0.001):
    print(f"en {x:g}, NH3 {2 * x:g} mol/L: M(en)/M(NH3)2 = {K_x / (4 * x):.3g}")
print(f"C_eff at {T_BATH:.2f} K {effective_conc(T_BATH):.2f} mol/L")
print(f"K_x at {T_BATH:.2f} K {exchange_constant(T_BATH):.1f} mol/L")
print("Neglected effects (rough sizes):")
print(f"Lone-pair bend stiffness {bend_stiffness:.0f} kJ/(mol rad^2)")
print(f"Lone-pair factor on K_x {orientation_factor:.3g}")
print(f"Lone-pair dG {-R * T * np.log(orientation_factor):.2f} kJ/mol")
print(f"One unmatched {mode_cm:.0f} cm^-1 mode {quantum_shift:.2f} kJ/mol")
print(f"pH {pH:.1f}; pKa NH4+ {pk_nh3:.1f}, en {pk_en1:.1f} and {pk_en2:.1f}")
print(f"Unprotonated fractions: NH3 {free_nh3:.3f}, en {free_en:.3f}")
print(f"Conditional K_x at this pH {K_bath:.1f} mol/L")
print(f"Assumed K3*K4 of NH3 {k34_nh3:.0e} (L/mol)^2")
print(f"Assumed K2 of en {k2_en:.0e} L/mol")
print(f"M(NH3)4/M(NH3)2 at 0.2 mol/L free NH3 {k34_nh3 * 0.2**2:.2g}")
print(f"M(en)2/M(en) at 0.1 mol/L free en {k2_en * 0.1:.2g}")
print(f"C_eff, gap 0.1 A shorter {effective_conc(T, site_gap - 0.1):.2f} mol/L")
print(f"C_eff, gap 0.1 A longer {effective_conc(T, site_gap + 0.1):.2f} mol/L")
print(f"Solvation slope {solv_slope:.0f} J/(mol K) moves dH by "
      f"{solv_slope * T / 1000:.2f} kJ/mol")
print("no test failed")
```

Running it gives:

```
Inputs: Cu-N 2.05 A, site gap 2.899 A
Bonds C-C 1.53 A, C-N 1.47 A, N-C-C 110 deg
Site stiffness 60 N/m, barrier 12 kJ/mol
Bonding energy difference -8.0 kJ/mol
Temperatures 298.15 K and 333.15 K
Lattice 216 cells: counted 35.78, law 36.00
Lattice 1000 cells: counted 166.44, law 166.67
Mass cancellation, ratio of partition functions 0.99962
S_tr of NH3 at 1 mol/L 109.2 J/(mol K)
S_tr of en at 1 mol/L 124.9 J/(mol K)
Gross translational gain at 1 mol/L 95.3 J/(mol K)
Site rms displacement per axis 0.0828 A
Gauche N-N distance 2.887 A
Torsion rms 12.3 deg
dr/dphi at gauche 0.572 A/rad
Combined rms of N-N mismatch 0.1696 A
C_eff from torsional integral 46.95 mol/L
C_eff from sampling 46.94 mol/L
Sampling relative standard error 0.54 %
C_eff from closed estimate 49.20 mol/L
Volume per particle at 1 mol/L 1660.5 A^3
Volume per particle at C_eff 35.4 A^3
Conformational enthalpy -1.392 kJ/mol
Conformational enthalpy, sampled -1.384 kJ/mol
K_x at 298.15 K 1183.5 mol/L, log10 3.07
K_x without bonding difference 46.95 mol/L
Reaction enthalpy -9.39 kJ/mol
At 1 mol/L: dS 27.33 J/(mol K)
At 1 mol/L: -T dS -8.15 kJ/mol, dG -17.54 kJ/mol
Entropy not translational -67.9 J/(mol K)
Molarity of water 55.34 mol/L
At water molarity: dS -6.04 J/(mol K)
At water molarity: -T dS 1.80 kJ/mol
At water molarity: dG -7.59 kJ/mol
en 0.1, NH3 0.2 mol/L: M(en)/M(NH3)2 = 2.96e+03
en 0.001, NH3 0.002 mol/L: M(en)/M(NH3)2 = 2.96e+05
C_eff at 333.15 K 44.10 mol/L
K_x at 333.15 K 792.0 mol/L
Neglected effects (rough sizes):
Lone-pair bend stiffness 100 kJ/(mol rad^2)
Lone-pair factor on K_x 2.28
Lone-pair dG -2.04 kJ/mol
One unmatched 400 cm^-1 mode 0.37 kJ/mol
pH 10.0; pKa NH4+ 9.2, en 10.0 and 7.0
Unprotonated fractions: NH3 0.863, en 0.500
Conditional K_x at this pH 793.8 mol/L
Assumed K3*K4 of NH3 1e+05 (L/mol)^2
Assumed K2 of en 1e+09 L/mol
M(NH3)4/M(NH3)2 at 0.2 mol/L free NH3 4e+03
M(en)2/M(en) at 0.1 mol/L free en 1e+08
C_eff, gap 0.1 A shorter 44.30 mol/L
C_eff, gap 0.1 A longer 36.04 mol/L
Solvation slope 10 J/(mol K) moves dH by 2.98 kJ/mol
no test failed
```
